# Kinetic Monte Carlo for the diffusivity and lifetime of donor-vacancy pairs in germanium: verification in Python

```python
# Kinetic Monte Carlo of a donor-vacancy pair on the diamond lattice.
# Result under test, for pairs born as nearest neighbours:
#   lifetime     tau = mean time until the vacancy passes the capture radius
#   diffusivity  D_life = <R^2>/(6 tau)
#                       = (d^2/6) (t1/tau) wx / (1 + 2 wx g)
# R: donor displacement at dissociation, d: bond length, wx: exchange rate,
# t1: mean time spent in the first shell, g: orientation memory time.
# Long-surviving pairs: top eigenvalue of the k-dependent generator is
#   -nu - D_surv k^2, with nu their decay rate.
# Lattice coordinates are integers in units of a/4. Energies eV, times ns,
# lengths nm. Shells 1, 2, 3 have squared distances 3, 8, 11 in (a/4)^2.
import numpy as np
from scipy.constants import k as boltzmann, e as charge

CELL = 0.57                 # nm, rough size of the germanium cell edge
ATTEMPT = 1.0e4             # 1/ns
HOST_BARRIER = 0.60         # eV
EXCHANGE_BARRIER = 0.55     # eV
SHELL_ENERGY = {3: -0.50, 8: -0.35, 11: -0.25}   # eV
TEMPERATURE = 900.0         # K
CAPTURE2 = 36               # squared capture radius, (a/4)^2
UNIT2 = (CELL / 4) ** 2     # nm^2 per squared lattice unit
BOND2 = 3 * UNIT2           # squared bond length, nm^2
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
ENERGY = np.zeros(220)
for dist2, value in SHELL_ENERGY.items():
    ENERGY[dist2] = value


def thermal(temp):
    return boltzmann * temp / charge


def rate_table(temp, exchange_barrier):
    """Rates indexed by old and new squared distance; new = 0 is exchange."""
    barrier = HOST_BARRIER + (ENERGY[None, :] - ENERGY[:, None]) / 2
    table = ATTEMPT * np.exp(-barrier / thermal(temp))
    table[:, 0] = 0.0
    table[3, 0] = ATTEMPT * np.exp(-exchange_barrier / thermal(temp))
    return table


def bound_sites(capture2):
    """Sites reachable inside the capture radius, donor at the origin."""
    sites = [tuple(int(c) for c in b) for b in BONDS]
    seen = set(sites)
    for site in sites:      # the list grows while it is scanned
        sign = 1 if site[0] % 2 == 0 else -1
        for b in BONDS:
            new = tuple(int(c) for c in np.array(site) + sign * b)
            if 0 < sum(c * c for c in new) <= capture2 and new not in seen:
                seen.add(new)
                sites.append(new)
    return sites


def vacancy_generator(temp, capture2):
    """Generator of vacancy hops without exchange, with loss at the radius."""
    sites = bound_sites(capture2)
    index = {s: i for i, s in enumerate(sites)}
    table = rate_table(temp, EXCHANGE_BARRIER)
    gen = np.zeros((len(sites), len(sites)))
    for i, site in enumerate(sites):
        sign = 1 if site[0] % 2 == 0 else -1
        old2 = sum(c * c for c in site)
        for b in BONDS:
            new = tuple(int(c) for c in np.array(site) + sign * b)
            new2 = sum(c * c for c in new)
            if new2 == 0:
                continue
            gen[i, i] -= table[old2, new2]
            if new in index:
                gen[i, index[new]] += table[old2, new2]
    return np.array(sites), gen


def life_theory(temp, exchange_barrier, capture2):
    """tau, t1, g, wx, D_life for a pair born in the first shell."""
    sites, gen = vacancy_generator(temp, capture2)
    first = ((sites ** 2).sum(1) == 3).astype(float)
    source = np.column_stack([np.ones(len(sites)), first,
                              first * sites[:, 0]])
    answer = np.linalg.solve(-gen, source)[0]
    tau, t1, g = answer[0], answer[1], answer[2] / sites[0, 0]
    wx = rate_table(temp, exchange_barrier)[3, 0]
    diff = BOND2 / 6 * (t1 / tau) * wx / (1 + 2 * wx * g)
    return tau, t1, g, wx, diff


def symmetrized(temp, capture2):
    sites, gen = vacancy_generator(temp, capture2)
    root = np.exp(-ENERGY[(sites ** 2).sum(1)] / (2 * thermal(temp)))
    return sites, root[:, None] * gen / root[None, :]


def survivor_theory(temp, exchange_barrier, capture2):
    """nu and D_surv from the slowest mode and perturbation theory."""
    sites, sym = symmetrized(temp, capture2)
    first = (sites ** 2).sum(1) == 3
    lam, modes = np.linalg.eigh(sym)
    p1 = (modes[first, -1] ** 2).sum()
    source = first * sites[:, 0]
    coef = (modes[:, :-1].T @ source) / (lam[-1] - lam[:-1])
    g = source @ (modes[:, :-1] @ coef) / (source @ source)
    wx = rate_table(temp, exchange_barrier)[3, 0]
    return -lam[-1], BOND2 / 6 * p1 * wx / (1 + 2 * wx * g)


def top_eigenvalue(temp, exchange_barrier, capture2, wavevector):
    """Direct diagonalization with both donor sublattices kept."""
    sites, sym = symmetrized(temp, capture2)
    n = len(sites)
    wx = rate_table(temp, exchange_barrier)[3, 0]
    full = np.zeros((2 * n, 2 * n), complex)
    full[:n, :n] = sym
    full[n:, n:] = sym
    for i in np.flatnonzero((sites ** 2).sum(1) == 3):
        phase = np.exp(1j * (wavevector @ sites[i]) * CELL / 4)
        full[i, i] -= wx
        full[n + i, n + i] -= wx
        full[i, n + i] += wx * phase
        full[n + i, i] += wx * np.conj(phase)
    return np.linalg.eigvalsh(full)[-1]


def simulate(temp, exchange_barrier, capture2, pairs, rng, snaps=()):
    """Simulate pairs with their true lattice displacements until exit."""
    table = rate_table(temp, exchange_barrier)
    donor = np.zeros((pairs, 3))
    rel = np.ones((pairs, 3))       # vacancy minus donor
    sign = -1                       # every event flips vacancy sublattice
    clock = np.zeros(pairs)
    swaps = np.zeros(pairs)
    lives, squares, counts = [], [], []
    seen = [[] for _ in snaps]
    events = 0
    while len(clock):
        m = len(clock)
        events += m
        old2 = (rel ** 2).sum(1)
        new2 = old2[:, None] + 3 + 2 * sign * (rel @ BONDS.T)
        new2 = np.rint(new2).astype(int)
        rates = table[np.rint(old2).astype(int)[:, None], new2]
        cumulative = np.cumsum(rates, axis=1)
        total = cumulative[:, 3]
        threshold = rng.random(m) * total
        pick = (threshold[:, None] >= cumulative[:, :3]).sum(1)
        later = clock + rng.exponential(size=m) / total
        for record, moment in zip(seen, snaps):
            hit = (clock < moment) & (later >= moment)
            if hit.any():
                record.append((donor[hit] ** 2).sum(1) * UNIT2)
        chosen2 = new2[np.arange(m), pick]
        swap = chosen2 == 0
        donor[swap] += rel[swap]
        rel = np.where(swap[:, None], -rel, rel + sign * BONDS[pick])
        swaps += swap
        clock = later
        sign = -sign
        gone = chosen2 > capture2
        if gone.any():
            lives.append(clock[gone])
            squares.append((donor[gone] ** 2).sum(1) * UNIT2)
            counts.append(swaps[gone])
            keep = ~gone
            donor, rel = donor[keep], rel[keep]
            clock, swaps = clock[keep], swaps[keep]
    return (np.concatenate(lives), np.concatenate(squares),
            np.concatenate(counts), [np.concatenate(s) for s in seen],
            events / pairs)


def mean_error(sample):
    return sample.mean(), sample.std(ddof=1) / np.sqrt(len(sample))


def ratio_diffusivity(lives, squares):
    diff = squares.sum() / (6 * lives.sum())
    rest = squares - 6 * diff * lives
    return diff, rest.std(ddof=1) / (6 * lives.mean() * np.sqrt(len(lives)))


def agrees(value, error, reference):
    return abs(value - reference) < 4 * error    # four standard errors


rng = np.random.default_rng(20)
T, EX, RC2 = TEMPERATURE, EXCHANGE_BARRIER, CAPTURE2

# Geometry of the first three shells.
near = (np.array(bound_sites(11)) ** 2).sum(1)
shell_counts = [int((near == s).sum()) for s in (3, 8, 11)]
assert shell_counts == [4, 12, 12]

# Main simulation against linear algebra.
tau, t1, g, wx, d_life = life_theory(T, EX, RC2)
nu, d_surv = survivor_theory(T, EX, RC2)
PAIRS, EARLY, LATE = 12000, 10.0, 40.0
lives, squares, counts, seen, events = simulate(
    T, EX, RC2, PAIRS, rng, (EARLY, LATE))
tau_mc, tau_err = mean_error(lives)
d_mc, d_err = ratio_diffusivity(lives, squares)
swap_mc, swap_err = mean_error(counts)
f_mc = squares.mean() / (BOND2 * swap_mc)
assert agrees(tau_mc, tau_err, tau)
assert agrees(d_mc, d_err, d_life)
assert agrees(swap_mc, swap_err, wx * t1)

# Long-surviving pairs: residual life and slope of the squared displacement.
rest_mc, rest_err = mean_error(lives[lives > EARLY] - EARLY)
(msd1, err1), (msd2, err2) = mean_error(seen[0]), mean_error(seen[1])
slope_mc = (msd2 - msd1) / (6 * (LATE - EARLY))
slope_err = np.hypot(err1, err2) / (6 * (LATE - EARLY))
assert agrees(rest_mc, rest_err, 1 / nu)
assert agrees(slope_mc, slope_err, d_surv)

# Perturbation formula against direct diagonalization at small wavevector.
k_size = 0.02               # 1/nm
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14.0)
diag_values = {}
for barrier in (0.35, EX, 0.75):
    at_zero = top_eigenvalue(T, barrier, RC2, 0 * direction)
    at_k = top_eigenvalue(T, barrier, RC2, k_size * direction)
    diag_values[barrier] = (at_zero - at_k) / k_size ** 2
    nu_b, d_b = survivor_theory(T, barrier, RC2)
    assert abs(-at_zero / nu_b - 1) < 1e-7
    # the quartic term of the eigenvalue sets this tolerance
    assert abs(diag_values[barrier] / d_b - 1) < 1e-3

# A slower exchange changes the diffusivity but not the lifetime.
SLOW = 0.75
lives_s, squares_s, _, _, _ = simulate(T, SLOW, RC2, 4000, rng)
tau_s, tau_s_err = mean_error(lives_s)
d_s, d_s_err = ratio_diffusivity(lives_s, squares_s)
d_slow = life_theory(T, SLOW, RC2)[4]
assert agrees(tau_s, tau_s_err, tau)
assert agrees(d_s, d_s_err, d_slow)
assert d_mc - d_s > 4 * np.hypot(d_err, d_s_err)

# Without the third shell the donor only flickers across one bond.
tau2, t12, g2, wx2, dl2 = life_theory(T, EX, 8)
_, squares2, _, _, _ = simulate(T, EX, 8, 2000, rng)
flicker = np.rint(squares2 / UNIT2).astype(int)
assert set(flicker.tolist()) <= {0, 3}
assert abs(g2 / t12 - 1) < 1e-9
flick_mc, flick_err = mean_error(squares2 / BOND2)
assert agrees(flick_mc, flick_err, 6 * dl2 * tau2 / BOND2)
assert np.rint(squares / UNIT2).max() > 3

print(f"cell edge (rough) {CELL} nm; bond length {np.sqrt(BOND2):.4f} nm")
print(f"temperature {T:.0f} K; kT {thermal(T):.5f} eV")
print(f"attempt frequency {ATTEMPT:.0f} 1/ns")
print("shell energies 1,2,3:", list(SHELL_ENERGY.values()), "eV")
print(f"host barrier {HOST_BARRIER} eV; exchange barrier {EX} eV")
print(f"sites in shells 1,2,3: {shell_counts}")
print(f"capture radius {np.sqrt(RC2) / 4:.2f} a; "
      f"bound sites {len(bound_sites(RC2))}")
table = rate_table(T, EX)
print(f"free vacancy hop rate, per neighbour {table[100, 100]:.4f} 1/ns")
print(f"exchange rate wx {wx:.4f} 1/ns")
for a, b in ((3, 8), (8, 3), (8, 11), (11, 8), (8, 19), (11, 16)):
    print(f"hop rate, squared distance {a}->{b} (a/4)^2: "
          f"{table[a, b]:.4f} 1/ns")
print(f"simulated pairs {PAIRS}; events per pair {events:.1f}")
print(f"lifetime tau: KMC {tau_mc:.3f} +- {tau_err:.3f} ns, "
      f"linear algebra {tau:.3f} ns")
print(f"time in first shell t1 {t1:.3f} ns; fraction {t1 / tau:.4f}")
print(f"orientation memory time g {g:.4f} ns; 2 wx g {2 * wx * g:.4f}")
print(f"exchanges per life: KMC {swap_mc:.2f} +- {swap_err:.2f}, "
      f"wx t1 {wx * t1:.2f}")
print(f"correlation factor: KMC {f_mc:.4f}, "
      f"formula {1 / (1 + 2 * wx * g):.4f}")
print(f"mean R^2 at dissociation: KMC {squares.mean():.4f} nm^2, "
      f"formula {6 * d_life * tau:.4f} nm^2")
print(f"D_life: KMC {d_mc:.6f} +- {d_err:.6f} nm^2/ns, "
      f"formula {d_life:.6f} nm^2/ns")
print(f"D_life converted: KMC {d_mc * 1e-5:.3e} cm^2/s; "
      f"tau converted: KMC {tau_mc * 1e-9:.3e} s")
print(f"fast-exchange ceiling of D_life "
      f"{BOND2 * t1 / (12 * g * tau):.6f} nm^2/ns")
print(f"survivor lifetime 1/nu: KMC {rest_mc:.3f} +- {rest_err:.3f} ns, "
      f"eigenvalue {1 / nu:.3f} ns")
print(f"survivors at {EARLY:.0f} and {LATE:.0f} ns: "
      f"{len(seen[0])}, {len(seen[1])}")
print(f"their mean R^2: {msd1:.4f} +- {err1:.4f}, "
      f"{msd2:.4f} +- {err2:.4f} nm^2")
print(f"D_surv: KMC slope {slope_mc:.6f} +- {slope_err:.6f} nm^2/ns, "
      f"formula {d_surv:.6f} nm^2/ns")
print(f"D_surv by diagonalization {diag_values[EX]:.6f} nm^2/ns; "
      f"D_life/D_surv {d_life / d_surv:.4f}")
print(f"exchange barrier {SLOW} eV: KMC tau {tau_s:.3f} +- "
      f"{tau_s_err:.3f} ns")
print(f"  D_life: KMC {d_s:.6f} +- {d_s_err:.6f} nm^2/ns, "
      f"formula {d_slow:.6f} nm^2/ns")
print(f"two shells only: mean R^2/d^2 KMC {flick_mc:.4f} +- "
      f"{flick_err:.4f}, formula {6 * dl2 * tau2 / BOND2:.4f}")
print("capture radius (a), tau (ns), 1/nu (ns), D_life, D_surv (nm^2/ns)")
for radius2 in (11, 36, 64, 144):
    ta, _, _, _, dl = life_theory(T, EX, radius2)
    n_, ds = survivor_theory(T, EX, radius2)
    print(f"  {np.sqrt(radius2) / 4:.3f}  {ta:.3f}  {1 / n_:.3f}  "
          f"{dl:.6f}  {ds:.6f}")
print("T (K), tau (ns), D_life (nm^2/ns), rms R at dissociation (nm)")
for temp in (800.0, 900.0, 1000.0):
    ta, _, _, _, dl = life_theory(temp, EX, RC2)
    print(f"  {temp:.0f}  {ta:.3f}  {dl:.6f}  {np.sqrt(6 * dl * ta):.4f}")
print("no test failed")
```

Output:

```
cell edge (rough) 0.57 nm; bond length 0.2468 nm
temperature 900 K; kT 0.07756 eV
attempt frequency 10000 1/ns
shell energies 1,2,3: [-0.5, -0.35, -0.25] eV
host barrier 0.6 eV; exchange barrier 0.55 eV
sites in shells 1,2,3: [4, 12, 12]
capture radius 1.50 a; bound sites 122
free vacancy hop rate, per neighbour 4.3666 1/ns
exchange rate wx 8.3202 1/ns
hop rate, squared distance 3->8 (a/4)^2: 1.6602 1/ns
hop rate, squared distance 8->3 (a/4)^2: 11.4850 1/ns
hop rate, squared distance 8->11 (a/4)^2: 2.2917 1/ns
hop rate, squared distance 11->8 (a/4)^2: 8.3202 1/ns
hop rate, squared distance 8->19 (a/4)^2: 0.4573 1/ns
hop rate, squared distance 11->16 (a/4)^2: 0.8713 1/ns
simulated pairs 12000; events per pair 389.4
lifetime tau: KMC 26.314 +- 0.239 ns, linear algebra 26.431 ns
time in first shell t1 16.905 ns; fraction 0.6396
orientation memory time g 0.9549 ns; 2 wx g 15.8899
exchanges per life: KMC 140.18 +- 1.29, wx t1 140.65
correlation factor: KMC 0.0581, formula 0.0592
mean R^2 at dissociation: KMC 0.4958 nm^2, formula 0.5073 nm^2
D_life: KMC 0.003140 +- 0.000033 nm^2/ns, formula 0.003199 nm^2/ns
D_life converted: KMC 3.140e-08 cm^2/s; tau converted: KMC 2.631e-08 s
fast-exchange ceiling of D_life 0.003400 nm^2/ns
survivor lifetime 1/nu: KMC 26.210 +- 0.289 ns, eigenvalue 26.208 ns
survivors at 10 and 40 ns: 8221, 2633
their mean R^2: 0.2095 +- 0.0022, 0.7540 +- 0.0121 nm^2
D_surv: KMC slope 0.003025 +- 0.000068 nm^2/ns, formula 0.003076 nm^2/ns
D_surv by diagonalization 0.003076 nm^2/ns; D_life/D_surv 1.0399
exchange barrier 0.75 eV: KMC tau 26.400 +- 0.408 ns
  D_life: KMC 0.001900 +- 0.000035 nm^2/ns, formula 0.001859 nm^2/ns
two shells only: mean R^2/d^2 KMC 0.4650 +- 0.0112, formula 0.4582
capture radius (a), tau (ns), 1/nu (ns), D_life, D_surv (nm^2/ns)
  0.829  4.187  4.097  0.003735  0.002835
  1.500  26.431  26.208  0.003199  0.003076
  2.000  36.590  36.103  0.003147  0.003081
  3.000  48.212  46.780  0.003057  0.003066
T (K), tau (ns), D_life (nm^2/ns), rms R at dissociation (nm)
  800  135.872  0.001018  0.9111
  900  26.431  0.003199  0.7123
  1000  7.310  0.007818  0.5856
no test failed
```
